# Smearing of occupations in metals: entropy, order of error, occupation range, part 2

In density-functional calculations for metals the Fermi step is smoothed over an energy $\sigma$. One must choose the smoothing function, $\sigma$ and the energy to report.

With $x=(\mu-\varepsilon)/\sigma$ and chemical potential $\mu$, a continuous, exponentially decaying $d(x)$ has unit integral and moments $M_k=\int x^kd\,dx$, $M_1=0$. Level $\varepsilon_i$ with orbital $\psi_i$ has occupation $f(x_i)$ and entropy $s(x_i)$: $f'=d$, $s'=-xd$, both zero at $-\infty$, and $\int s\,dx=M_2$.

$E$ is the Kohn-Sham energy, $N$ the electron number, $S=\sum_is_i$ (units of $k_B$), $F=E-\sigma S$. With free variables $y_i$ setting $f(y_i)$ and $s(y_i)$, $F$ is stationary at fixed $N$ when $y_i=x_i$. Per level, $a(y)=-xf(y)-s(y)$ has $a''(x)=d(x)$. For a parameter $\lambda$ of the external Hamiltonian, with $\partial\hat H/\partial\lambda$ at fixed density (nuclear repulsion adds its own derivative),
$$\frac{dF}{d\sigma}=-S,\qquad \frac{dF}{d\lambda}=\sum_i f_i\Big\langle\psi_i\Big|\frac{\partial \hat H}{\partial\lambda}\Big|\psi_i\Big\rangle. \tag{2}$$

Let $p\ge2$ index the first nonzero moment after $M_0$.

- Fermi-Dirac (FD): $f=1/(1+e^{-x})$, $s=-f\ln f-(1-f)\ln(1-f)$, $M_2=\pi^2/3$.
- Gaussian (G): $d=e^{-x^2}/\sqrt\pi$, $s=e^{-x^2}/(2\sqrt\pi)$, $M_2=\tfrac12$, $M_4=\tfrac34$; $\langle\cdot\rangle$ denotes Gaussian averages.
- Methfessel-Paxton (MP$N$, $N$ here the order): MP1 $d=(\tfrac32-x^2)e^{-x^2}/\sqrt\pi$, $M_4=-\tfrac34$; MP2 $d=(\tfrac{15}{8}-\tfrac52x^2+\tfrac12x^4)e^{-x^2}/\sqrt\pi$, $M_6=\tfrac{15}{8}$. With $A_n=\frac{(-1)^n}{n!\,4^n\sqrt\pi}$, $H_2=4x^2-2$, $H_4=16x^4-48x^2+12$,
$$s=\tfrac12A_NH_{2N}(x)\,e^{-x^2}. \tag{3}$$
- Marzari-Vanderbilt (MV): $d=(1-\sqrt2u)e^{-u^2}/\sqrt\pi$, $M_3=-1/\sqrt2$, $M_4=-\tfrac32$, $x^k(1-\sqrt2u)=x^{k-1}(1-2u^2)/\sqrt2$,
$$s=-\frac{u\,e^{-u^2}}{\sqrt{2\pi}},\qquad u=x-\frac1{\sqrt2}. \tag{4}$$

The density of states $g$ (spin included) is independent of $\sigma$, positive at the sharp-step Fermi energy $\varepsilon_F$ and smooth around it. Sharp-step energy and grand potential are $E_0$ and $\Omega_0$, with $\Omega_0''=-g$; $\delta\Omega=\Omega-\Omega_0$, $\delta\mu=\mu-\varepsilon_F$, and $\delta N$ is the excess electron number at given $\mu$.
$$\Omega(\mu)=\int\Omega_0(\mu-\sigma x)\,d(x)\,dx. \tag{5}$$
$$\delta\Omega=-\sum_{k\ge p}\frac{(-\sigma)^kM_k}{k!}g^{(k-2)},\qquad \delta N=\sum_{k\ge p}\frac{(-\sigma)^kM_k}{k!}g^{(k-1)} .$$
$$F-E_0=\delta\Omega(\varepsilon_F)+\frac{\delta N^2}{2g}+\dots,\qquad \delta\mu=-\frac{\delta N}{g}. \tag{6}$$
$$F-E_0=-\frac{(-\sigma)^pM_p}{p!}\,g^{(p-2)}(\varepsilon_F). \tag{7}$$
With $F-E_0=\sum_qc_q\sigma^q$,
$$E_{\rm ext}=\frac{(p-1)F+E}{p}=F+\frac{\sigma S}{p},\qquad E_{\rm ext}-E_0=\sum_{q}\frac{p-q}{p}\,c_q\sigma^q, \tag{8}$$
In leading order $F-E_0\approx-\sigma S/p$. For MP1, the mismatched $(2F+E)/3$ leaves $-\tfrac13$ of the $\sigma^4$ error.

### Range of the occupations

Integrate $M_2=\int x^2f'dx$ by parts on each half-line, using $f$ for $x<0$ and $f-1$ for $x>0$ so that the boundary terms vanish:
$$M_2=\int_{-\infty}^0(-2x)f\,dx+\int_0^\infty 2x\,(1-f)\,dx .$$
If $0\le f\le1$, both integrands are non-negative, and they vanish everywhere only for the sharp step, which a continuous $f$ is not. Then $M_2>0$ and $p=2$. Any scheme with $p>2$ has occupations below 0 or above 1. Since also $\int s\,dx=M_2$, its entropy takes both signs.

Extrema of $f$ lie at zeros of $d$, and extrema of $s$ lie there or at $x=0$, because $s'=-xd$. For MP1 the zeros are $x^2=\tfrac32$. For MP2, $x^4-5x^2+\tfrac{15}4=0$ gives $x^2=(5\pm\sqrt{10})/2$, and the inner root carries the largest $f$. For MV the only zero is $x=\sqrt2$, beyond which $f$ falls to 1 from above; the entropy extrema at $u=\mp1/\sqrt2$ are $\pm e^{-1/2}/(2\sqrt\pi)$. For even $d$, $f(-x)=1-f(x)$, so undershoot equals overshoot. The zeros in the table are limits approached at infinite $|x|$.

| scheme | $p$ | range of $f$ | range of $s$ |
|---|---|---|---|
| FD | 2 | 0 to 1 | 0 to 0.693 |
| G | 2 | 0 to 1 | 0 to 0.282 |
| MP1 | 4 | −0.0355 to 1.0355 | −0.063 to 0.141 |
| MP2 | 6 | −0.0516 to 1.0516 | −0.065 to 0.106 |
| MV | 3 | 0 to 1.0833 | −0.171 to 0.171 |

The step from MP1 to MP2 raises the order and also the overshoot. MV occupations are never negative, which guarantees $n=\sum f_i|\psi_i|^2\ge0$, a guarantee that MP lacks. The price is an overshoot of 8.3% of a full occupation and a lower order.

### Where the orders fail

Equation (5) is exact for fixed $g$, but (7) needs the Taylor series. Take the dimensionless model $g=1+|\varepsilon|$ on a wide symmetric band, half filled, with MP1. Symmetry keeps $\mu=0$, so $F-E_0=\delta\Omega$. The constant in $g$ contributes $-\varepsilon^2/2$ to $\Omega_0$, which $M_2=0$ removes, and the kink contributes $-|\varepsilon|^3/6$. With $\int|x|^3e^{-x^2}dx=1$ and $\int|x|^5e^{-x^2}dx=2$, $\int|x|^3d\,dx=(\tfrac32-2)/\sqrt\pi=-1/(2\sqrt\pi)$, so $F-E_0=\sigma^3/(12\sqrt\pi)=0.0470\,\sigma^3$. The order is 3 instead of 4.

Discrete or gapped spectra violate the assumptions altogether, and $N(\mu)$ need not be monotonic, since $dN/d\mu=\sum_id(x_i)/\sigma$. Take two levels at $\pm2\sigma$ holding one electron, $m=\mu/\sigma$ and $h(m)=f(m+2)+f(m-2)-1$. For even $d$, $h=f(2+m)-f(2-m)$ is odd, with $h'(0)=2d(2)$ and $h(\infty)=1$. The Gaussian has $h'>0$ everywhere and the single root $m=0$. For MP1, $d(2)<0$ because $4>\tfrac32$, so $h$ dips below zero for small $m>0$ and must cross again: there are at least three roots, and a scan finds three, at $0$ and $\pm1.158$. For MV, $h$ rises monotonically from $-1$ while $m<\sqrt2-2$, where both $d$ are positive, and is positive from there on, where $f(m+2)>1$ and $f(m-2)>0$. The root is unique but lies off centre, at $m=-1.079$, that is $0.92\sigma$ above the lower level.

### Algorithm

1. From a trial density obtain $\varepsilon_i$ and $\psi_i$, each level with its sampling weight.
2. Solve $\sum_if((\mu-\varepsilon_i)/\sigma)=N$. For FD and G the root is unique and bisection finds it. For MP and MV start the search from the Gaussian root and inspect the sign of $\sum_id(x_i)$ at the root found; a negative sum there proves that further roots exist, because the sum of occupations runs from 0 to the number of levels.
3. Form the density and iterate to self-consistency with a root-finding scheme such as density mixing or a Newton-type solver. For $p>2$, minimizing $F$ over the $y_i$ cannot be relied on: levels that lie where $a''=d<0$ can make the stationary point a saddle or a maximum at fixed $N$, and the stationary point need not be the lowest value.
4. Evaluate $S$ from the closed forms and $F=E-\sigma S$, and take forces from (2).
5. Report $E_{\rm ext}$ with the proper $p$, and compare $|\sigma S|/p$, which estimates the error of $F$ and not that of $E_{\rm ext}$, with the tolerance set for $F$. For $p>2$, $S$ is a sum of terms of both signs and can be small by cancellation, so the order should be confirmed from $\log_2$ of the ratio of errors, or of differences, on halving $\sigma$, with the zone sum converged at each $\sigma$.

### Worked example

Take a free-electron gas with $n=1.0\times10^{29}$ m$^{-3}$ and $\sigma=5.0\times10^{-20}$ J (0.312 eV, $\sigma/k_B=3.62\times10^3$ K). The zone integral is done by converged quadrature, so only the smearing error remains. Then $k_F=(3\pi^2n)^{1/3}=1.43595\times10^{10}$ m$^{-1}$, $E_F=\hbar^2k_F^2/2m_e=1.25868\times10^{-18}$ J, $\sigma/E_F=0.0397$ and $E_0=\tfrac35E_F=7.552\times10^{-19}$ J per electron. The number of states per electron below $\varepsilon$ is $(\varepsilon/E_F)^{3/2}$, so at $E_F$
$$g=\frac{3}{2E_F},\quad g'=\frac{g}{2E_F},\quad g''=-\frac{g}{4E_F^2},\quad g''''=-\frac{15\,g}{16E_F^4},$$
with values $1.19173\times10^{18}$ J$^{-1}$, $4.73405\times10^{35}$ J$^{-2}$, $-1.88057\times10^{53}$ J$^{-3}$ and $-4.45136\times10^{89}$ J$^{-5}$. The band bottom, where $g$ is not smooth, lies about $25\sigma$ below $\mu$, where $d$ is exponentially small. The leading terms (7), in joules, are

- G: $-(2.5\times10^{-39})(1.19173\times10^{18})/4=-7.448\times10^{-22}$,
- FD: $-(\pi^2/6)(2.5\times10^{-39})(1.19173\times10^{18})=-4.901\times10^{-21}$,
- MV: $-(1.25\times10^{-58})(4.73405\times10^{35})/(6\sqrt2)=-6.974\times10^{-24}$,
- MP1: $(6.25\times10^{-78})(-1.88057\times10^{53})/32=-3.673\times10^{-26}$,
- MP2: $-(1.5625\times10^{-116})(-4.45136\times10^{89})/384=+1.811\times10^{-29}$.

Quadrature of the definitions gives, per electron, with the order taken from halving $\sigma$:

| scheme | $F-E_0$ (J) | (meV) | order | $E_{\rm ext}-E_0$ (J) |
|---|---|---|---|---|
| FD | $-4.897\times10^{-21}$ | $-30.6$ | 1.999 | $-3.86\times10^{-24}$ |
| G | $-7.448\times10^{-22}$ | $-4.65$ | 2.000 | $-7.35\times10^{-26}$ |
| MV | $-7.050\times10^{-24}$ | $-4.40\times10^{-2}$ | 3.008 | $+2.62\times10^{-26}$ |
| MP1 | $-3.677\times10^{-26}$ | $-2.29\times10^{-4}$ | 4.001 | $+1.82\times10^{-29}$ |
| MP2 | $+1.820\times10^{-29}$ | $+1.14\times10^{-7}$ | 6.005 | $-2.8\times10^{-32}$ |

Relative to $E_0$ the error of $F$ falls from $6.5\times10^{-3}$ (FD) through $9.9\times10^{-4}$ (G), $9.3\times10^{-6}$ (MV) and $4.9\times10^{-8}$ (MP1) to $2.4\times10^{-11}$ (MP2). These small values belong to a density of states whose only scale is $E_F\approx25\sigma$; structure in $g$ on a finer scale can enlarge the derivatives that enter (7) for MV and MP, whereas the leading FD and G errors depend only on $g(\varepsilon_F)$ itself. Equal $\sigma$ does not mean equal width: the FD error exceeds the Gaussian one by the ratio of second moments, $3.290/0.500=6.58$. For FD, $F-E_0$ is an error only when the ground state is wanted, and otherwise it is the thermal change of the free energy of the model.

MV deviates from its leading term by 1.1% of that term. The fourth-moment term $\sigma^4g''/16=(6.25\times10^{-78})(-1.88057\times10^{53})/16=-7.35\times10^{-26}$ J brings the prediction to $-7.047\times10^{-24}$ J, within 0.1% of the computed value. With $E-E_0=1.4179\times10^{-23}$ J, which is close to $-2$ times $F-E_0$, equation (8) gives $[2(-7.050)+14.179]\times10^{-24}/3=2.6\times10^{-26}$ J. The $q=4$ term of (8) predicts $-\tfrac13(-7.35\times10^{-26})=2.45\times10^{-26}$ J, which is 7% below the computed residual, and the measured residual order is 4.05 rather than 4. The $q=5$ term accounts for both. The even part of $x^4$ is $u^4+3u^2+\tfrac14$, and with $\langle u^6\rangle=\tfrac{15}8$ one finds $\langle(u^4+3u^2+\tfrac14)(1-2u^2)\rangle=-6$, so $M_5=-6/\sqrt2$. With $g'''=3g/(8E_F^3)$ the term is $\sigma^5M_5g'''/120=-2.48\times10^{-27}$ J, and the factor $(3-5)/3$ adds $1.65\times10^{-27}$ J. The sum $2.61\times10^{-26}$ J is 0.4% below the computed residual, and the two terms together give an order of 4.05 on halving $\sigma$.

For the Gaussian the $\sigma^4$ term of (6) has two parts: $-\sigma^4M_4g''/24=\sigma^4g/(128E_F^2)$, and $\delta N^2/2g$ with $\delta N=\sigma^2M_2g'/2=\sigma^2g/(8E_F)$, which has the same value. The sum is $\sigma^4g/(64E_F^2)=7.35\times10^{-26}$ J, and the factor $(2-4)/2=-1$ in (8) reproduces the tabulated residual. The shift $\delta\mu=-\sigma^2/(8E_F)=-2.483\times10^{-22}$ J agrees with the computed $-2.4835\times10^{-22}$ J. The single-run estimate is $-\sigma S/2=-(5.0\times10^{-20})(0.029787)/2=-7.447\times10^{-22}$ J. The extrapolated Gaussian energy is of fourth order, with error $\sigma^4(g''-g'^2/g)/32$ against $\sigma^4g''/32$ for the MP1 free energy. The ratio $1-g'^2/(gg'')$ equals 2 for this $\sqrt\varepsilon$ density of states but depends on $g$ in general. The Gaussian occupations stay in $[0,1]$, but its forces belong to $F$, whose error is of second order. For MP1, $[2(-3.6766)+11.037]/3=1.228$ in units of $10^{-26}$ J is $-0.334$ of $F-E_0$, as derived for the mismatched weight. For MP2 the total entropy is negative, $-2.19\times10^{-9}\,k_B$ per electron, as $S=-p(F-E_0)/\sigma$ requires when $F>E_0$.

The relations (2) are exercised self-consistently on an open eight-site chain in spin-restricted mean field: $E=\operatorname{Tr}(\rho h)+\tfrac U4\sum_in_i^2$, site potential $Un_i/2$, seven electrons, hopping $t=U=1.0\times10^{-19}$ J, a shift of $5.0\times10^{-20}$ J on the first site and $\sigma=6.0\times10^{-20}$ J. Finite differences of $F$ match $-S$ and $\langle\partial\hat H/\partial t\rangle$ within $3\times10^{-7}$ for all five schemes, and $dE/dt$ does not match. For G, $dF/dt=-8.982$ and $dE/dt=-9.523$, a difference of 6.0% of $dF/dt$; for MV the values are $-9.292$ and $-9.099$, or 2.1%. The spectrum is discrete, so (7) does not apply and the entropies ($0.892$ for G, $-0.013$ for MP1, $-0.099$ for MV) are not error estimates. The numerical check below asserts the closed forms, moments, ranges, the orders for fixed $g$ and the two failure cases; the self-consistent validity of (7) rests on the derivation alone.

## Calculated quantities

```
moments by quadrature (dimensionless): M2 M3 M4 M6
 FD: 3.289868 0.000000 45.457576 1419.193571
 G: 0.500000 0.000000 0.750000 1.875000
 MP1: 0.000000 0.000000 -0.750000 -3.750000
 MP2: 0.000000 0.000000 0.000000 1.875000
 MV: 0.000000 -0.707107 -1.500000 -10.000000
MV conditions solved: |b|=1.414214, |c|=0.707107, opposite signs
ranges by grid search: f_min f_max x(f_max) s_min s_max
 FD: 0.00000 1.00000 inf 0.00000 0.69315
 G: 0.00000 1.00000 inf 0.00000 0.28209
 MP1: -0.03546 1.03546 1.2248 -0.06294 0.14105
 MP2: -0.05162 1.05162 0.9586 -0.06541 0.10579
 MV: 0.00000 1.08332 1.4142 -0.17110 0.17110
gas: n=1.00e+29 m^-3, sigma=5.00e-20 J = 0.3121 eV
 k_F=1.43595e+10 1/m, E_F=1.25868e-18 J, E0/N=7.55206e-19 J
 sigma/E_F=0.039724, sigma/k_B=3621.5 K
 per electron: g=1.19173e+18 J^-1, g'=4.73405e+35 J^-2
 g''=-1.88057e+53 J^-3, g''''=-4.45136e+89 J^-5
 FD: mu-E_F=-1.6375e-21 J (leading -1.6336e-21 J), S/N=1.9572e-01 k_B
  E-E0=4.8892e-21 J, F-E0=-4.8970e-21 J = -3.0564e+01 meV
  leading=-4.9008e-21 J, order=1.999, extrap. error=-3.857e-24 J (order 4.011)
 G: mu-E_F=-2.4835e-22 J (leading -2.4828e-22 J), S/N=2.9787e-02 k_B
  E-E0=7.4461e-22 J, F-E0=-7.4476e-22 J = -4.6484e+00 meV
  leading=-7.4483e-22 J, order=2.000, extrap. error=-7.353e-26 J (order 4.001)
 MP1: mu-E_F=3.6815e-26 J (leading 3.6730e-26 J), S/N=2.9427e-06 k_B
  E-E0=1.1037e-25 J, F-E0=-3.6766e-26 J = -2.2948e-04 meV
  leading=-3.6730e-26 J, order=4.001, extrap. error=1.820e-29 J (order 6.005)
  weight (2F+E)/3 leaves fraction -0.3340 of F-E0
 MP2: mu-E_F=-4.2575e-29 J (leading -4.2263e-29 J), S/N=-2.1871e-09 k_B
  E-E0=-9.1158e-29 J, F-E0=1.8198e-29 J = 1.1358e-07 meV
  leading=1.8113e-29 J, order=6.005, extrap. error=-2.845e-32 J
 MV: mu-E_F=2.4025e-24 J (leading 2.3246e-24 J), S/N=4.2457e-04 k_B
  E-E0=1.4179e-23 J, F-E0=-7.0500e-24 J = -4.4002e-02 meV
  leading=-6.9739e-24 J, order=3.008, extrap. error=2.624e-26 J (order 4.050)
kinked DOS, MP1: (F-E0)/sigma^3 = 0.047016 (dimensionless)
two levels, G: mu/sigma = 0.0000
two levels, MP1: mu/sigma = -1.1579 0.0000 1.1579
two levels, MV: mu/sigma = -1.0789
chain: 8 sites, N=7, t=1.0e-19 J, U=1.0e-19 J,
 first-site shift=5.0e-20 J, sigma=6.0e-20 J; dimensionless columns:
 S/k_B  -dF/dsigma  <dH/dt>  dF/dt  dE/dt
 FD: 6.027592 6.027592 -7.474613 -7.474613 -10.435772
 G: 0.892343 0.892343 -8.981938 -8.981938 -9.522685
 MP1: -0.012848 -0.012848 -9.254708 -9.254708 -9.151269
 MP2: 0.034175 0.034175 -9.229308 -9.229308 -9.093345
 MV: -0.098575 -0.098575 -9.292459 -9.292459 -9.099011
```
